Threshold shifts in ferroelectric hafnia transistors: polarisation reversal versus electron trapping

**The argument under review**

The argument concerns an n-channel transistor whose gate stack is metal, ferroelectric hafnia, a thin oxide and p-type silicon. A positive gate pulse is applied, the transfer curve is read again, and the threshold voltage V_T has moved. The shift persists after the pulse. It is concluded that the hafnia has switched, and the size of the shift is taken as a measure of the switched polarisation.

The observation shows that the pulse left something behind in the stack. It does not say what. A positive pulse can reverse polarisation, but it can also pull electrons out of the channel into traps, and these electrons can stay there after the pulse. The conclusion needs an account of what each process does to V_T.

**Electrostatics of the read**

Let x run from the gate towards the silicon, and count fields and polarisation as positive in that direction. The hafnia has thickness t_F, background permittivity ε_F and polarisation P. The oxide has thickness t_I and permittivity ε_I. At the hafnia-oxide interface there are N trapped electrons per unit area, with charge -qN, where q > 0. The silicon carries charge Q_s per unit area, which is negative at threshold, and its surface potential is ψ_s.

I assume a one-dimensional stack, a linear background response of the hafnia, and P and N that do not change during the read. The displacements in the two layers are

D_F = ε_F E_F + P, D_I = ε_I E_I.

Gauss's law at the interface gives D_I - D_F = -qN. The field vanishes deep in the silicon, so Gauss's law there gives D_I = -Q_s. Hence

E_I = -Q_s/ε_I

D_F = D_I + qN = -Q_s + qN

E_F = (-Q_s + qN - P)/ε_F.

With V_FB the flat-band voltage of the stack without P or N, the potential drops add up to

V_G = V_FB + ψ_s + E_F t_F + E_I t_I.

Inserting the fields and writing C_F = ε_F/t_F and C_I = ε_I/t_I,

V_G = V_FB + ψ_s - Q_s(1/C_F + 1/C_I) - (P - qN)/C_F.

Threshold is a fixed state of the silicon, for example a fixed electron density per area. Two reads at threshold then share the same ψ_s and Q_s. Subtracting the earlier from the later leaves

ΔV_T = -(ΔP - qΔN)/C_F.

The same subtraction works at any other fixed silicon state, so the transfer curve moves rigidly as long as P and N stay frozen. This fails if the charge varies along the channel, or if the gate sweep itself switches domains or changes the occupancy of traps. In the worked case below, the initial film reaches its coercive field about 0.3 V above threshold, so the sweep must stop before that. A threshold defined by constant current also needs an unchanged mobility.

**The signs for one and the same pulse**

During a positive pulse that switches the film, E_F points towards the channel. A domain has energy density -E_F P, so reversal along the field lowers its energy, and ΔP > 0. The positive bound charge at the lower face of the film then attracts electrons to the channel, less gate voltage is needed, and V_T falls.

The oxide field points the same way. The force on an electron is opposite to the field, so channel electrons are driven towards the gate and into the traps: ΔN > 0. Their negative charge repels the channel electrons, and V_T rises.

A negative pulse reverses both signs. Polarisation turned towards the gate raises V_T, while the release of trapped electrons lowers it. For either pulse polarity the two processes therefore oppose each other. In a loop between positive and negative pulses, switching alone leaves the lower threshold after the positive pulse, and trapping alone leaves the higher one.

**Does this depend on where the electrons sit?**

The traps need not lie at the interface. Let ρ(x) be the trapped charge density, let the insulators end at x = t, and let ε(x) be the local permittivity. Gauss's law, integrated back from the silicon, gives

D(x) = -Q_s - ∫ₓᵗ ρ(x') dx'.

The field is E = (D - P)/ε. Its integral across the insulators contains a double integral over ρ. Exchanging the order of integration, each charge at x' is counted for all x between 0 and x', which gives it the weight

w(x') = ∫₀ˣ' dx/ε(x).

At fixed silicon state the shift becomes

ΔV_T = -∫₀ᵗ (ΔP/ε) dx - ∫₀ᵗ Δρ w dx.

Since w is positive everywhere except at the gate itself, added electrons raise V_T at any depth, and more strongly the closer they sit to the channel.

The formula also shows a limit of the sign argument. Positive charge left in the film, for instance by electrons that escaped to the gate, lowers V_T just as switching does. A negative shift after a positive pulse agrees with switching but does not prove it.

**A worked case**

Take a 10 nm film with relative permittivity 30, coercive field E_c = 1 MV/cm and saturation polarisation P_s = 20 uC/cm2, on 1 nm of oxide with relative permittivity 3.9. The silicon has 3×10¹⁷ acceptors per cm3 at 300 K, and V_FB = -0.5 V. Then C_F = 2.656 uF/cm2 and C_I = 3.453 uF/cm2.

A simple rate model supplies P and N. Polarisation changes when the film field exceeds E_c in magnitude, at the rate (E_F - E_c)/r for positive fields, with r = 45 ohm m, and stops at P_s. Electrons are captured when the oxide field exceeds E_inj = 5 MV/cm, with q dN/dt = g(E_I - E_inj) and g = 2×10⁻³ S/m. For negative fields the thresholds change sign, and N cannot fall below zero. I integrated these laws in steps of 1 ns through each pulse and a further 1 μs at zero gate voltage. Thresholds were found by solving Poisson's equation numerically for 10¹¹ channel electrons per cm2.

The ferroelectric starts with P = -2 uC/cm2, no trapped electrons and V_T = 1.39 V. The pulse height is 3 V throughout.

*Switching alone, 2 μs.* P rises to 2.09 uC/cm2, and

ΔV_T = -(2.09 + 2.00)/2.656 = -1.54 V.

*Trapping alone, 2 μs.* This is a control film with the same permittivity but P = 0, which starts at V_T = 0.63 V. It collects 2.1×10¹³ electrons per cm2, or 3.40 uC/cm2, and

ΔV_T = +3.40/2.656 = +1.28 V.

*Both, 50 ns.* P reaches 3.52 uC/cm2 (3.53 with 1 ns steps, 3.52 once the step is refined) and the trapped charge 4.00 uC/cm2:

ΔV_T = -(5.52 - 4.00)/2.656 = -0.57 V.

*Both, 2 μs.* P reaches the full 20 uC/cm2, but the trapped charge reaches 23.40 uC/cm2:

ΔV_T = -(22.00 - 23.40)/2.656 = +0.53 V.

In the last case the polarisation has saturated towards the channel, yet the threshold has moved in the direction of trapping. For traps at the interface, the sign of the net shift tells which of ΔP and qΔN is larger. It does not tell whether the smaller one is absent.

A pulse of -3 V and 2 μs, applied after the first two cases, moves V_T by +1.44 V for switching alone and by -1.28 V for the control. The latter undoes the whole trapping shift.

**Why the control film ends at the same threshold**

After the 2 μs pulse, the switched ferroelectric and the control both have V_T = 1.91 V. This follows from the trapping law. Gauss's law at the interface can be written

P - qN = ε_I E_I - ε_F E_F.

Trapping continues until E_I has fallen to E_inj. This fixes D_I, hence the silicon charge and ψ_s, here 1.07 V. The film takes the rest of the gate voltage:

E_F t_F = 3.0 + 0.5 - 1.07 - 0.50 = 1.93 V.

Neither field depends on P. In charge units,

P - qN = 3.453 × 0.50 - 2.656 × 1.93 = -3.40 uC/cm2,

for both films. Each extra unit of polarisation has drawn in one extra unit of trapped charge. In this limit, with pulse height and stack held fixed, the final threshold carries no information about P.

The balance is delicate. To bring the shift back to zero, P - qN must return from -3.40 to -2.00 uC/cm2. That requires the loss of 1.40 out of 23.40 uC/cm2, or 6 % of the trapped electrons. If 15 % leave while P stays fixed, the shift is -0.80 V. At zero gate voltage the oxide field drives electrons out only until about 9 % have left, where the shift is about -0.25 V; any further loss has to work against the field. The rate law itself releases nothing at zero gate voltage, since the oxide field there, about -2.7 MV/cm, is smaller in magnitude than E_inj; the loss needs a process such as the tunnelling discussed below. The same device, with the same polarisation, can thus show either sign according to the delay between pulse and read.

**The size of the shift**

The argument also reads the switched polarisation from the size of the shift. Full reversal divided by C_F would give 2P_s/C_F = 40/2.656 = 15.1 V. Such a state could not survive its own read. Since Q_s, and with it E_I, is equal at both reads, the voltage sum gives

ΔV_T = t_F ΔE_F.

Consider a film with a single coercive field. If the initial state is not already saturated towards the channel, its field at threshold must be at most +E_c, or it would switch during the read. After the pulse some domains point towards the channel, and the field must be at least -E_c, or they would switch back. Therefore

ΔV_T ≥ -2E_c t_F = -2.0 V.

This bounds the negative shift whether or not electrons are trapped at the interface, provided the read is slow enough for back-switching to occur. With switching alone, a 4 V pulse leaves P = 4.2 uC/cm2 at zero gate voltage, a shift of -2.3 V if P stayed frozen, but the film field at that threshold would be about -1.45 MV/cm and domains would switch back during the read. A spread of coercive fields blurs it. The shift of -1.54 V respects it: the film field at threshold goes from +0.87 to -0.67 MV/cm.

The oxide sets a second limit. In the run without trapping, P grows until E_F has dropped to E_c. The oxide then carries ε_F E_c + P = 2.66 + 2.09 = 4.75 uC/cm2, which means a field of 13.8 MV/cm. With P = 20 uC/cm2 and no trapped charge, the same sum would be 22.66 uC/cm2 and the field about 66 MV/cm, far beyond what an oxide can bear. In this stack, full reversal needs compensating charge near the interface. Large switching therefore comes with heavy trapping, and signs of trapping are no evidence against switching. The converse does not hold: the control film traps charge without switching at all.

**A measurement that separates the two**

The missing quantity is a charge. The charge per area on the gate equals D at the gate, which for interface traps is

Q_G = D_F = -Q_s + qN.

Between two reads at the same silicon state, Q_s cancels and ΔQ_G = qΔN. Combined with the threshold formula,

ΔP = ΔQ_G - C_F ΔV_T.

ΔQ_G is the net charge that flowed onto the gate from the first threshold read to the second, pulse included. For the long pulse it is 23.40 uC/cm2, so ΔP = 23.40 - 2.656 × 0.53 = 22.0 uC/cm2. For the control it is 3.40 uC/cm2, and ΔP = 3.40 - 2.656 × 1.28 = 0. The charge alone would not do: without the threshold shift, the control's 3.40 uC/cm2 could pass for switching.

The separation assumes that no charge leaks through the film, that the traps lie at the interface, and that C_F is known. The two reads are at different gate voltages, so the charge on contact pads and other stray capacitance must also be subtracted. Leakage adds directly to the apparent ΔP, so it has to be measured and subtracted.

**How far the model can be trusted**

The film thickness, permittivity, coercive field and saturation polarisation are round values in the rough range of doped hafnia. The starting state, weakly polarised and free of trapped charge, is a convenience; a cycled device will generally hold both. The trapping threshold and the two rate constants are illustrative, so the pulse lengths at which the sign changes are not predictions.

Thin oxides break down at very roughly 10 to 15 MV/cm. With switching alone and with trapping alone, the positive pulses peak at 13.8 and 10.4 MV/cm, and the negative pulses that follow them at 12.7 and 15.4 MV/cm. These runs reach or exceed that range and are idealisations. The runs with both processes, which peak near 9.7 MV/cm, come close to it.

Electrons were treated with Boltzmann statistics and without quantum confinement. For the end of the long pulse, a triangular well with the full surface field gives a confinement energy of 0.24 eV, and filling the lowest subband adds 0.07 eV. The surface potential would then be about 0.25 V higher than the 1.07 V used. This overstates the effect, because the electrons screen the field within the well. Solving the Schrödinger and Poisson equations self-consistently, with parabolic valleys and a hard wall at the oxide, gives about 0.19 V. At fixed gate voltage and oxide field, the film loses this voltage, and the final shift drops by the same amount, from +0.53 V to about +0.34 V.

The other runs change too. With the same self-consistent treatment, switching alone gives about -1.11 V instead of -1.54 V, trapping alone +1.09 V instead of +1.28 V, and the short pulse with both processes -0.52 V instead of -0.57 V. The signs of these four shifts survive. The negative pulse after switching alone is affected too: with the electrons treated in this way and the holes still classical, its shift falls from +1.44 V to about +1.0 V, and confinement of the holes would lower it further. The sizes in the worked case should therefore be read as rough.

The assumption that N stays frozen is also open to doubt. For a barrier of 3.1 eV, an effective mass of half the free-electron mass and 10¹³ attempts per second, the tunnelling time through 1 nm of oxide is roughly some tens of nanoseconds. Deeper traps hold their electrons longer: a barrier of 4.2 eV gives about 0.3 μs. Trapped electrons that find empty silicon states at their energy can therefore leave before or during a slow read, and a loss of 6 %, or about 4 % with confinement included, is enough to cancel the shift.

**Assessment**

If the trapped charge sits at the hafnia-oxide interface, the data support the statement that the pulse changed P - qN. Charge that merely moves to another depth in the insulators also shifts V_T. To claim switching, the argument should report the sign of the shift for both pulse polarities, its dependence on read delay, and the gate charge together with V_T, for the ferroelectric and for a non-switching control of equal permittivity. If the shift after a positive pulse is positive, trapping outweighs any switching in its effect on V_T, and the polarisation may still be saturated towards the channel.

Numerical values quoted here were computed with a short program.
